**Cell dipole against true polarization change in a model dielectric**

The program tests the relation $\Delta P_{\rm cell}(x_0)=\Delta P-D(x_0)$. Here $\Delta P_{\rm cell}$ is the field-induced change of one cell's dipole per volume for a cell starting at $x_0$, $\Delta P$ is the bulk polarization change, and $D(x_0)$ is the charge per area driven through the plane $x_0$. It diagonalizes slabs of 21 and 31 cosine wells and takes $\Delta P$ from the dipole added per added volume. It asserts that this agrees with the mean transferred charge in the middle cell, that the relation holds at all 64 cuts of that cell, and that a surface-free sum over Bloch states gives the same susceptibility within 1%. It also asserts that the cell dipole averaged over all cuts vanishes, for a polar test density as well as for the response. The output shows a true permittivity of 2.17, while the cell recipe gives values from −0.01 to 1.76. For wells 150 eV deep, the charge crossing the midway plane falls to about 0.02% of $\Delta P$, and there the recipe works. The last lines size the neglected local fields, nonlinearity, tunnelling and ionic motion.

## Numerical verification

```python
"""
Result under test: the dipole of one unit cell does not define polarization.
For a periodic neutral charge density the cell dipole per volume, P_cell(x0),
depends on the cut x0. When a field E is switched on it changes by
    dP_cell(x0) = dP - D(x0),
dP    : true change of polarization (slab dipole gained per added volume),
D(x0) : charge per area driven through the plane x0 by the field.
Model: a row of cosine wells, two electrons per well, fixed point ions +2e.
Internal units: nm, eV, V/nm; charge in e, polarization in e/nm^2.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal

KIN = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18      # hbar^2/2m, eV nm^2
E_OVER_EPS0 = sc.e / sc.epsilon_0 * 1e9            # e/eps0, V nm
TO_UC = sc.e * 1e18 * 100                          # e/nm^2 -> uC/cm^2
a, area, depth = 0.3, 0.07, 18.0                   # nm, nm^2, eV
field = 0.1                                        # V/nm = 1 MV/cm
M, PAD = 64, 2                                     # bins per cell, vacuum cells
dx = a / M


def positions(cells):
    count = (cells + 2 * PAD) * M
    return (np.arange(count) + 0.5) * dx - count * dx / 2


def slab(cells, well, tilt, ripple=None):
    """Electrons per bin of a slab (odd number of cells) and its orbital gap."""
    x = positions(cells)
    inside = np.abs(x) < cells * a / 2
    pot = np.where(inside, -well / 2 * (1 + np.cos(2 * np.pi * x / a)), 0.0)
    pot = pot + tilt * x
    if ripple is not None:
        pot[inside] += np.tile(ripple, cells)
    levels, orb = eigh_tridiagonal(
        2 * KIN / dx**2 + pot, np.full(len(x) - 1, -KIN / dx**2),
        select='i', select_range=(0, cells))
    return 2 * np.sum(orb[:, :cells]**2, axis=1), levels[cells] - levels[cells - 1]


def response(cells, well, tilt, ripple=None):
    """Odd-in-field charge change per bin and charge D passed through each face."""
    opposite = None if ripple is None else -ripple
    plus, gap_plus = slab(cells, well, tilt, ripple)
    minus, gap_minus = slab(cells, well, -tilt, opposite)
    assert min(gap_plus, gap_minus) > 3.0          # slab stays insulating
    dq = -(plus - minus) / 2 / area
    return dq, -np.concatenate(([0.0], np.cumsum(dq)))


def bulk_change(tilt):
    """Polarization change from the dipole gained by ten extra cells."""
    total = [np.sum(positions(n) * response(n, depth, tilt)[0]) for n in (21, 31)]
    return (total[1] - total[0]) / (10 * a)


def bloch(k):
    """Band energies and squared position matrix elements from the lowest band."""
    wave = k + 2 * np.pi / a * np.arange(-8, 9)
    side = np.full(16, -depth / 4)
    ham = np.diag(KIN * wave**2 - depth / 2) + np.diag(side, 1) + np.diag(side, -1)
    en, vec = np.linalg.eigh(ham)
    diff = en[1:] - en[0]
    return diff, (2 * KIN * (vec[:, 1:].T @ (wave * vec[:, 0])) / diff)**2


# Any neutral cell, even a polar one: the average over all cuts is zero.
bins = np.arange(M)
polar = np.exp(-((bins - 14) / 4)**2) - np.exp(-((bins - 29) / 4)**2)
polar -= polar.mean()
train, place = np.tile(polar, 2), (np.arange(2 * M) + 0.5) * dx
polar_dip = np.array([np.sum(place[b:b + M] * train[b:b + M]) for b in range(M)])
assert abs(polar_dip.mean()) < 1e-10 * np.ptp(polar_dip)

# Field-free, centrosymmetric crystal: cell dipole against cut position.
N = 21
x = positions(N)
start = (len(x) - M) // 2                          # cut midway between atoms
n0, slab_gap = slab(N, depth, 0.0)
assert abs(np.sum(n0[start:start + M]) - 2) < 1e-5
static = {}
for s in (0, M // 8, M // 4, 3 * M // 8):
    b = start + s                                  # the ion in this cell is at x = 0
    direct = -np.sum(x[b:b + M] * n0[b:b + M]) / (a * area)
    carried = np.sum(n0[start:b])                  # electrons moved by one period
    assert abs(direct + carried / area) < 1e-4 / area
    static[s] = (carried, direct)

# Field on: true change and cell-dipole change.
dP = bulk_change(field)
dq, D = response(N, depth, field)
D_cell = D[start:start + M]
assert abs(D_cell.mean() / dP - 1) < 1e-4
cell_change = np.array([np.sum(x[b:b + M] * dq[b:b + M]) / a
                        for b in range(start, start + M)])
assert np.max(np.abs(cell_change - (dP - D_cell))) < 1e-3 * dP
assert abs(cell_change.mean()) < 1e-3 * dP
assert np.ptp(cell_change) > 0.5 * dP
chi = E_OVER_EPS0 * dP / field
eps_cell = 1 + E_OVER_EPS0 * cell_change / field

# Surface-free check: perturbation sum over Bloch states.
nk = 200
alpha = 0.0
for k in (np.arange(nk) + 0.5) / nk * 2 * np.pi / a - np.pi / a:
    diff, x2 = bloch(k)
    alpha += 4 * np.sum(x2 / diff) / nk            # spin 2, second order 2
chi_bloch = E_OVER_EPS0 * alpha / (a * area)
assert abs(chi_bloch / chi - 1) < 0.01
gap = bloch(np.pi / a)[0][0]

# Well separated units: almost nothing crosses the cut between atoms.
deep = 150.0
D_deep = response(N, deep, field)[1][start:start + M]
leak, leak_deep = D_cell[0] / dP, D_deep[0] / D_deep.mean()
assert abs(leak_deep) < 0.02 and leak > 2 * abs(leak_deep)

# Neglected: local fields, self-consistent at fixed macroscopic field.
ripple = np.zeros(M)
for _ in range(30):
    D_lf = response(N, depth, field, ripple)[1][start:start + M]
    e_ind = E_OVER_EPS0 * (D_lf.mean() - D_lf)     # induced field at bin faces
    new = np.cumsum(e_ind) * dx - e_ind[0] * dx / 2
    change = np.max(np.abs(new - ripple))
    ripple = 0.5 * ripple + 0.5 * new
assert change < 1e-5 * np.max(np.abs(ripple))
eps_lf = 1 + E_OVER_EPS0 * D_lf.mean() / field
eps_lf_cell = 1 + E_OVER_EPS0 * (D_lf.mean() - D_lf) / field

# Neglected: nonlinearity, tunnelling, ionic displacement.
nonlinear = bulk_change(3 * field) / (3 * dP) - 1
assert abs(nonlinear) < 0.05
tunnel = 4 / 3 * gap**1.5 / (np.sqrt(KIN) * field)
z_ion, v_ion, mass_u, phonon = 3.0, 0.045, 15.0, 0.1
spring = (mass_u * sc.atomic_mass * (phonon * sc.e / sc.hbar)**2) / sc.e * 1e-18
eps_ion = z_ion**2 * E_OVER_EPS0 / (v_ion * spring)

print(f"period a = {a:.2f} nm, area per row = {area:.2f} nm^2")
print(f"well depth = {depth:.1f} eV, electrons per cell = 2")
print(f"macroscopic field = {field * 10:.1f} MV/cm")
print(f"bulk band gap = {gap:.2f} eV")
print(f"orbital gap of field-free 21-cell slab = {slab_gap:.2f} eV")
print("Field-free crystal, cut shifted from midway between atoms:")
for s, (carried, p) in static.items():
    print(f"  shift {s / M:.3f} a: electrons carried {carried:.4f},"
          f" P_cell = {p * TO_UC + 0.0:.2f} uC/cm^2")
print("Field on:")
print(f"true dP (slab dipole per added volume) = {dP * TO_UC:.5f} uC/cm^2")
print(f"mean transferred charge, middle cell = {D_cell.mean() * TO_UC:.5f} uC/cm^2")
print(f"true permittivity (slabs) = {1 + chi:.4f}")
print(f"true permittivity (Bloch sum) = {1 + chi_bloch:.4f}")
for s in (0, M // 8, M // 4, 3 * M // 8, M // 2):
    print(f"  shift {s / M:.3f} a: D = {D_cell[s] * TO_UC:.5f}, dP_cell ="
          f" {cell_change[s] * TO_UC:.5f} uC/cm^2, eps_cell = {eps_cell[s]:.3f}")
print(f"eps_cell over all cuts: min {eps_cell.min():.3f},"
      f" max {eps_cell.max():.3f}, mean {eps_cell.mean():.4f}")
print(f"D/dP at cut midway between atoms = {leak:.4f}")
print(f"same ratio for wells {deep:.0f} eV deep = {leak_deep:.2e}")
print("Neglected effects:")
print(f"permittivity with plane-averaged local fields = {eps_lf:.3f}")
print(f"  its eps_cell range: {eps_lf_cell.min():.3f} to {eps_lf_cell.max():.3f}")
print(f"relative change of dP/E at {30 * field:.0f} MV/cm = {nonlinear:.2e}")
print(f"tunnelling exponent at {10 * field:.0f} MV/cm = {tunnel:.0f}")
print(f"ionic inputs (rough): charge {z_ion:.0f} e, volume {v_ion} nm^3,"
      f" mass {mass_u:.0f} u, phonon {phonon} eV")
print(f"ionic addition to permittivity (rough) = {eps_ion:.1f}")
print("OK")
```

Output:

```
period a = 0.30 nm, area per row = 0.07 nm^2
well depth = 18.0 eV, electrons per cell = 2
macroscopic field = 1.0 MV/cm
bulk band gap = 8.84 eV
orbital gap of field-free 21-cell slab = 8.87 eV
Field-free crystal, cut shifted from midway between atoms:
  shift 0.000 a: electrons carried 0.0000, P_cell = 0.00 uC/cm^2
  shift 0.125 a: electrons carried 0.0490, P_cell = -11.22 uC/cm^2
  shift 0.250 a: electrons carried 0.1756, P_cell = -40.20 uC/cm^2
  shift 0.375 a: electrons carried 0.4865, P_cell = -111.35 uC/cm^2
Field on:
true dP (slab dipole per added volume) = 0.10390 uC/cm^2
mean transferred charge, middle cell = 0.10390 uC/cm^2
true permittivity (slabs) = 2.1734
true permittivity (Bloch sum) = 2.1739
  shift 0.000 a: D = 0.03686, dP_cell = 0.06704 uC/cm^2, eps_cell = 1.757
  shift 0.125 a: D = 0.04978, dP_cell = 0.05411 uC/cm^2, eps_cell = 1.611
  shift 0.250 a: D = 0.09282, dP_cell = 0.01108 uC/cm^2, eps_cell = 1.125
  shift 0.375 a: D = 0.15792, dP_cell = -0.05403 uC/cm^2, eps_cell = 0.390
  shift 0.500 a: D = 0.19326, dP_cell = -0.08937 uC/cm^2, eps_cell = -0.009
eps_cell over all cuts: min -0.009, max 1.757, mean 1.0000
D/dP at cut midway between atoms = 0.3548
same ratio for wells 150 eV deep = 2.32e-04
Neglected effects:
permittivity with plane-averaged local fields = 1.907
  its eps_cell range: 0.325 to 1.532
relative change of dP/E at 3 MV/cm = 3.64e-05
tunnelling exponent at 1 MV/cm = 1796
ionic inputs (rough): charge 3 e, volume 0.045 nm^3, mass 15 u, phonon 0.1 eV
ionic addition to permittivity (rough) = 1.0
OK
```
